# Solomon Equations and the Steady-State Overhauser Enhancement of a Dipolar Spin Pair, part 2

Two different spin-1/2 nuclei, I (a proton, irradiated) and S (observed), sit at a fixed distance \(r\) in a molecule tumbling in a liquid at temperature \(T\), with the field \(B_0\) along \(z\). We seek the change of the S signal when I is saturated.

The gyromagnetic ratios carry their signs, and \(\omega_I=-\gamma_IB_0\), \(\omega_S=-\gamma_SB_0\). State \(a\) has energy \(E_a\), from \(E=\hbar(\omega_Im_I+\omega_Sm_S)\); \(\alpha\) and \(\beta\) mean \(m=\pm\tfrac12\), with I written first.

The rate constants are \(W_0\) (flip-flop), \(W_{1I}\) and \(W_{1S}\) (single flips) and \(W_2\) (double flip). Part (a) included the temperature through

\[
w(b\to a)=W_{ab}\,e^{(E_b-E_a)/2kT},\qquad W_{ab}=W_{ba}.
\]

The polarizations \(I=\langle I_z\rangle\) and \(S=\langle S_z\rangle\) obey the Solomon equations,

\[
\begin{aligned}
\frac{dI}{dt}&=-\rho_I(I-I_0)-\sigma(S-S_0),\\
\frac{dS}{dt}&=-\rho_S(S-S_0)-\sigma(I-I_0),
\end{aligned}
\]

\[
\rho_I=W_0+2W_{1I}+W_2,\qquad \rho_S=W_0+2W_{1S}+W_2,\qquad \sigma=W_2-W_0 .
\]

The equilibrium values are \(I_0=\gamma_I\hbar B_0/4kT\) and \(S_0=\gamma_S\hbar B_0/4kT\). Full saturation of I changes S by the fraction

\[
\eta=\frac{S-S_0}{S_0}=\frac{\gamma_I}{\gamma_S}\,\frac{\sigma}{\rho_S},
\]

and the signal ratio is \(1+\eta\). A pump rate \(R\) on both I transitions gives the fractional change \(s\eta\), with

\[
s=\frac{2R}{2R+\rho_I-\sigma^2/\rho_S}.
\]

Part (d) found the build-up from equilibrium under full saturation, and the effect of a leakage \(\rho^*\) relaxing S alone, with the value that nulls the signal:

\[
\frac{S(t)}{S_0}=1+\eta\left(1-e^{-\rho_St}\right),
\]

\[
\eta^*=\eta\,\frac{\rho_S}{\rho_S+\rho^*},\qquad
\rho^*_{\rm null}=-\frac{\gamma_I}{\gamma_S}\sigma-\rho_S .
\]

The dipolar coupling is \(\hbar V\), with matrix elements \(\hbar V_{ab}\) and

\[
d=\frac{\mu_0}{4\pi}\frac{\gamma_I\gamma_S\hbar}{r^3}.
\]

The pair axis has polar angles \(\theta,\phi\). Over all orientations, \(\langle|V_{ab}|^2\rangle\) is \(d^2/20\) for the flip-flop, \(3d^2/40\) for a single flip and \(3d^2/10\) for the double flip.

### (f) What rates does the tumbling produce?

**Question.** The pair axis undergoes isotropic rotational diffusion with diffusion constant \(D\). Find \(W_0\), \(W_{1I}\), \(W_{1S}\) and \(W_2\) for a weak dipolar coupling.

**Solution.** First one needs the memory of the matrix elements. Their angular parts are \(3\cos^2\theta-1\), \(\sin\theta\cos\theta\,e^{\pm i\phi}\) and \(\sin^2\theta\,e^{\pm2i\phi}\). Multiplied by the square of a radius \(R_0\), they become the polynomials

\[
2z^2-x^2-y^2,\qquad z(x\pm iy),\qquad (x\pm iy)^2 .
\]

Each satisfies Laplace's equation in three dimensions; for the last, the second derivatives are \(2\) and \(-2\). For a function \(R_0^2f(\theta,\phi)\), the three-dimensional Laplacian is \(6f+\nabla^2_\Omega f\), where \(\nabla^2_\Omega\) is the angular Laplacian. Hence \(\nabla^2_\Omega f=-6f\) for all of them.

The probability density \(p\) of the orientation obeys \(\partial p/\partial t=D\nabla^2_\Omega p\). Integrating by parts twice over the sphere, where there are no boundary terms, gives

\[
\frac{d}{dt}\langle f\rangle=D\int f\,\nabla^2_\Omega p\,d\Omega=D\int p\,\nabla^2_\Omega f\,d\Omega=-6D\langle f\rangle .
\]

An orientation known at time zero thus leads to a mean value of \(f\) that decays as \(e^{-t/\tau_c}\), with \(\tau_c=1/(6D)\). Multiplying by the initial value and averaging over it gives

\[
\langle V_{ab}(t')V_{ab}^*(t'')\rangle=\langle|V_{ab}|^2\rangle e^{-|t'-t''|/\tau_c}.
\]

Next comes the transition probability. A spin pair starting in state \(b\) has, to first order in \(V\), the amplitude

\[
c_a(t)=-i\int_0^tV_{ab}(t')e^{i\omega t'}dt',\qquad \omega=\frac{E_a-E_b}{\hbar}.
\]

The average of \(|c_a|^2\) is a double integral over \(t'\) and \(t''\). For \(t\gg\tau_c\) the integrand matters in a narrow strip around \(t'=t''\), so the double integral is \(t\) times an integral over the difference \(v=t'-t''\):

\[
W_{ab}=\langle|V_{ab}|^2\rangle\int_{-\infty}^{\infty}e^{-|v|/\tau_c}e^{i\omega v}dv
=\langle|V_{ab}|^2\rangle\,2\,{\rm Re}\,\frac{1}{1/\tau_c-i\omega}.
\]

Taking the real part gives

\[
W_{ab}=2\langle|V_{ab}|^2\rangle J(\omega),\qquad J(\omega)=\frac{\tau_c}{1+\omega^2\tau_c^2}.
\]

The probability must still be small at times much longer than \(\tau_c\). This requires \(W_{ab}\tau_c\ll1\), which is ensured by \(|d|\tau_c\ll1\). The classical treatment of the tumbling gives equal rates in both directions; the Boltzmann factors of part (a) supply the finite temperature.

The states \(\alpha\alpha\) and \(\beta\beta\) differ in frequency by \(\omega_I+\omega_S\), and \(\alpha\beta\) and \(\beta\alpha\) by \(\omega_I-\omega_S\). With the mean squares already found,

\[
\begin{aligned}
W_0&=\tfrac{1}{10}d^2J(\omega_I-\omega_S), & W_{1I}&=\tfrac{3}{20}d^2J(\omega_I),\\
W_{1S}&=\tfrac{3}{20}d^2J(\omega_S), & W_2&=\tfrac35d^2J(\omega_I+\omega_S).
\end{aligned}
\]

It follows that

\[
\begin{aligned}
\rho_S&=\tfrac{d^2}{10}\left[J(\omega_I-\omega_S)+3J(\omega_S)+6J(\omega_I+\omega_S)\right],\\
\sigma&=\tfrac{d^2}{10}\left[6J(\omega_I+\omega_S)-J(\omega_I-\omega_S)\right].
\end{aligned}
\]

The coupling strength cancels in \(\sigma/\rho_S\). When the dipolar coupling is the sole source of relaxation of S, the distance \(r\) therefore affects how fast the enhancement appears, but not its size.

The numerical check checks these rates against an equation that follows the spins and the rotational diffusion together, without the first-order amplitude used here. It also compares the Solomon equations and their steady states with a four-level rate equation that keeps the full Boltzmann factors.

### (g) What is the enhancement for fast tumbling?

**Question.** Find \(\eta\) when \(|\omega|\tau_c\ll1\) for all the frequencies involved. Evaluate it for 29Si and 15N with proton saturation, and explain its sign.

**Solution.** In this regime, called extreme narrowing, every \(J(\omega)\) tends to \(\tau_c\). The rates are in the ratio \(W_0:W_1:W_2=2:3:12\), and

\[
\rho_S\to\tfrac{1+3+6}{10}d^2\tau_c=d^2\tau_c,\qquad
\sigma\to\tfrac{6-1}{10}d^2\tau_c=\tfrac12d^2\tau_c .
\]

Therefore

\[
\eta\to\frac{\gamma_I}{2\gamma_S}.
\]

This holds when the dipolar coupling to I is the sole relaxation mechanism of S. Any leakage reduces the size of \(\eta\), as found in part (d).

The measured nuclear moments are about \(-0.56\) nuclear magnetons for 29Si and \(-0.28\) for 15N. The calculation adopts the input values \(-0.555\) and \(-0.283\), whose third figure is to be treated as a chosen parameter. For spin 1/2, \(\gamma\) is twice the moment divided by \(\hbar\). In units of \(10^7\ {\rm rad\,s^{-1}\,T^{-1}}\), the proton value taken from the program's table of constants is 26.752, and the adopted moments give \(-5.3163\) for 29Si and \(-2.7108\) for 15N. The later digits of these two numbers are carried only for the arithmetic and are not properties of the real nuclei; with the tabulated value \(-5.319\) for 29Si the limit below moves from \(-2.516\) to \(-2.515\). Hence

\[
\eta({}^{29}{\rm Si})\to\frac{26.752}{2(-5.3163)}=-2.52,\qquad
\eta({}^{15}{\rm N})\to\frac{26.752}{2(-2.7108)}=-4.93 .
\]

The signal ratios \(1+\eta\) are \(-1.52\) and \(-3.93\). Both signals are inverted, and both are larger in size than without saturation.

The sign comes from the equilibrium polarization of S, not from an unusual relaxation path. Saturation lowers \(I\) from the positive value \(I_0\) to zero. Since \(\sigma\) is positive, S responds by a positive change \(\sigma I_0/\rho_S\), whatever the sign of \(\gamma_S\). For a nucleus with positive \(\gamma_S\) this adds to a positive \(S_0\). For 29Si, \(S_0\) is negative, and the change first removes the polarization and then builds it up with the other sign. At 9.4 T and 300 K, \(I_0=1.601\times10^{-5}\) and \(S_0=-3.18\times10^{-6}\), so that

\[
S=-3.18\times10^{-6}+\tfrac12(1.601\times10^{-5})=+4.82\times10^{-6}.
\]

### (h) Does the sign survive slower tumbling?

**Question.** For \(\gamma_I>0\) and \(\gamma_S<0\), determine the sign of \(\eta\) at any \(\tau_c\) within the present theory. Find the first correction to extreme narrowing and the limit of slow tumbling.

**Solution.** The two frequencies in \(\sigma\) satisfy

\[
(\omega_I+\omega_S)^2-(\omega_I-\omega_S)^2=4\omega_I\omega_S<0 .
\]

The double flip thus has the lower frequency, and \(J(\omega_I+\omega_S)>J(\omega_I-\omega_S)\). Then \(\sigma>\tfrac{d^2}{10}\,5J(\omega_I-\omega_S)>0\), and \(\eta\) is negative for every \(\tau_c\).

For two positive gyromagnetic ratios this argument fails. There \(\sigma<0\) requires \(6J(\omega_I+\omega_S)<J(\omega_I-\omega_S)\), or

\[
\tau_c^2\left[(\omega_I+\omega_S)^2-6(\omega_I-\omega_S)^2\right]>5 .
\]

Slow tumbling can satisfy this if the two frequencies are close enough for the bracket to be positive.

For the first correction, let \(x=\gamma_S/\gamma_I\) and \(\epsilon=(\omega_I\tau_c)^2\), and use \(J(\omega)\simeq\tau_c(1-\omega^2\tau_c^2)\). With \(a=(1+x)^2\) and \(b=(1-x)^2\),

\[
\frac{\sigma}{\rho_S}\simeq\frac{5-(6a-b)\epsilon}{10-(b+3x^2+6a)\epsilon}
\simeq\frac12\left[1-\epsilon\left(\frac{6a-b}{5}-\frac{b+3x^2+6a}{10}\right)\right].
\]

The inner bracket equals \(\tfrac{3}{10}(2a-b-x^2)\). Expanding the squares gives

\[
2a-b-x^2=2+4x+2x^2-1+2x-x^2-x^2=1+6x,
\]

so that

\[
\eta\simeq\frac{\gamma_I}{2\gamma_S}\left[1-\tfrac{3}{10}(1+6x)(\omega_I\tau_c)^2\right].
\]

The correction changes sign at \(x=-1/6\). For 29Si, \(x=-0.199\) and \(1+6x=-0.19\), so the enhancement first grows slightly in size as the tumbling slows. For 15N, \(x=-0.101\) and \(1+6x=+0.39\), so it shrinks from the start.

For slow tumbling, all \(|\omega|\tau_c\gg1\) and \(J(\omega)\to1/(\omega^2\tau_c)\). The factor \(1/(\omega_I^2\tau_c)\) cancels, which leaves

\[
\frac{\sigma}{\rho_S}\to\frac{6/(1+x)^2-1/(1-x)^2}{1/(1-x)^2+3/x^2+6/(1+x)^2}.
\]

For 29Si this is \((9.35-0.70)/(0.70+76.0+9.35)=0.101\), and \(\eta\to0.101/(-0.199)=-0.51\). The low frequency \(\omega_S\) makes the single flips of S dominate \(\rho_S\), and these do not transfer polarization. The corresponding limit for 15N is \(-0.22\).

At 9.4 T the full formula gives:

| \(\tau_c\) (s) | \(\eta\), 29Si | \(\eta\), 15N |
|---|---|---|
| \(10^{-11}\) | −2.516 | −4.934 |
| \(10^{-10}\) | −2.522 | −4.896 |
| \(10^{-9}\) | −1.484 | −2.186 |
| \(10^{-8}\) | −0.523 | −0.249 |
| \(10^{-7}\) | −0.506 | −0.217 |

The extra figures serve to show the small initial trends, with the input moments held fixed. Between \(10^{-9}\) and \(10^{-8}\) s both enhancements pass through \(-1\), where the signal vanishes. A negative \(\eta\) therefore does not by itself mean an inverted signal: for these two nuclei, slow tumbling leaves the signal upright but weakened. This is not so for every negative \(\gamma_S\). The slow limit reaches \(-1\) at \(x\approx-0.35\). For 119Sn, with \(x\approx-0.375\), it is \(-1.06\), and the signal stays inverted. The table also assumes \(|d|\tau_c\ll1\) throughout, and that the dipolar coupling to one proton is the sole relaxation mechanism of S. At 9.4 T shift anisotropy adds a leakage proportional to \(J(\omega_S)\), which matters most for slow tumbling. An axial anisotropy of 160 ppm for 15N at \(r=1.02\) Å changes the first and last entries to about \(-4.73\) and \(-0.19\). One of 50 ppm for 29Si at \(r=1.50\) Å changes them to about \(-2.41\) and \(-0.45\).

### (i) What happens in a particular 29Si–1H pair?

**Question.** Take the chosen values \(r=1.50\) Å, \(B_0=9.4\) T, \(T=300\) K and \(\tau_c=10\) ps. Find the relaxation rates and \(\eta\). Then find the effect of a pump rate \(R=0.01\ {\rm s^{-1}}\), of a leakage \(\rho^*=0.02\ {\rm s^{-1}}\), and of stopping the saturation after 50 s.

**Solution.** The coupling is \(d=-4.444\times10^4\ {\rm rad\,s^{-1}}\); it is negative because \(\gamma_S\) is. The coupling is weak enough for the theory, since \(|d|\tau_c=4.4\times10^{-7}\), and the pair is close to extreme narrowing, since \(|\omega_I|\tau_c=0.025\). The transition rates are

\[
W_0=1.973,\quad W_{1I}=2.960,\quad W_{1S}=2.962,\quad W_2=11.844\qquad(10^{-3}\ {\rm s^{-1}}).
\]

From these,

\[
\begin{aligned}
\rho_S&=(1.973+2\times2.962+11.844)\times10^{-3}=0.01974\ {\rm s^{-1}},\\
\sigma&=(11.844-1.973)\times10^{-3}=0.00987\ {\rm s^{-1}}.
\end{aligned}
\]

The rate \(\rho_I\) is also \(0.01974\ {\rm s^{-1}}\) to this accuracy. The ratio \(\sigma/\rho_S\) is 0.500, and

\[
\eta=\frac{26.752}{-5.3163}\times0.500=-2.52 .
\]

The silicon signal is inverted, with 1.52 times its equilibrium size. The four-level equation in the program gives a value smaller in size by \(2\times10^{-4}\). Its pump is strong but finite, so \(s\) is slightly below one.

For the weak pump,

\[
s=\frac{0.02}{0.02+0.01974-(0.00987)^2/0.01974}=0.575,\qquad s\eta=-1.45 .
\]

The signal ratio is then \(-0.45\). The pump leaves more than 40% of the proton polarization in place, and the inverted silicon signal is smaller than the ordinary one.

With full saturation and the leakage,

\[
\eta^*=-2.516\times\frac{0.01974}{0.01974+0.02}=-1.25,
\]

and the signal ratio is \(-0.25\). A leakage about equal to the dipolar rate halves the enhancement, but it reduces the size of the signal sixfold, from 1.52 to 0.25. The signal disappears at

\[
\rho^*_{\rm null}=5.032\times0.00987-0.01974=0.030\ {\rm s^{-1}}.
\]

At still larger leakage the signal is upright and weaker than without saturation. For a nucleus with negative \(\gamma_S\), saturating the protons can therefore remove the signal it was meant to strengthen.

Without leakage, the change develops with the time constant \(1/\rho_S=50.7\) s. After 50 s of saturation,

\[
\frac{S}{S_0}=1-2.516\left(1-e^{-50/50.65}\right)=-0.58 .
\]

The polarization has already passed through zero, but it is far from its steady value of \(-1.52\). These times belong to the chosen \(r\) and \(\tau_c\). In extreme narrowing \(\rho_S=d^2\tau_c\), so they vary as \(r^6/\tau_c\), while the steady enhancement stays the same.

## Calculated quantities

```
Input moment 29Si, 15N: -0.555, -0.283 nuclear magnetons
Input r = 1.50 angstrom, B0 = 9.4 T, T = 300 K
Input tau_c = 10 ps
gamma 1H   = 2.6752e+08 rad/s/T
gamma 29Si = -5.3163e+07 rad/s/T
gamma 15N  = -2.7108e+07 rad/s/T
Signed frequency 1H   = -2.5147e+09 rad/s
Signed frequency 29Si = 4.9973e+08 rad/s
|w_H| tau_c = 0.0251 (dimensionless)
Dipolar coupling d = -4.4439e+04 rad/s
|d| tau_c = 4.44e-07 (dimensionless)
Equilibrium I0 = 1.6007e-05, S0 = -3.1809e-06 (units of hbar)
W0 = 1.97306e-03 1/s
W1I = 2.96041e-03 1/s
W1S = 2.96221e-03 1/s
W2 = 1.18443e-02 1/s
rho_I = 1.97382e-02 1/s
rho_S = 1.97418e-02 1/s
sigma = 9.87127e-03 1/s
1/rho_S = 50.65 s
sigma/rho_S = 0.50002 (dimensionless)
eta 29Si, formula = -2.5162 (dimensionless)
eta 29Si, master equation = -2.5160 (dimensionless)
Signal ratio 1+eta 29Si = -1.5162 (dimensionless)
Narrowing limit eta 29Si = -2.5161, 1+eta = -1.5161
Narrowing limit eta 15N  = -4.9344, 1+eta = -3.9344
Pump R = 0.01 1/s: saturation s = 0.5747
  resulting enhancement s*eta = -1.4460
Leakage 0.02 1/s: eta = -1.2499, 1+eta = -0.2499
Leakage that nulls the 29Si signal = 0.02993 1/s
Build-up: S/S0 at 50 s = -0.5785 (dimensionless)
tau_c (s)   eta 29Si   eta 15N   (same B0)
1e-11       -2.5162   -4.9340
1e-10       -2.5221   -4.8955
1e-09       -1.4837   -2.1859
1e-08       -0.5227   -0.2488
1e-07       -0.5062   -0.2173
Slow limit eta: 29Si -0.5060, 15N -0.2170
Liouville test: worst relative deviation of W = 8.3e-05
Liouville test: sigma/rho_S in narrowing = 0.50000
```
